# Why the Test Circuit Changes the Damage in Dielectric Breakdown

Two identical oxide capacitors are held at 50 V until they break down. Their test circuits contain the same parts, including one 10 kΩ resistor. In the first circuit the resistor sits between the supply and a cable; in the second it sits between the cable and the probe tip. In a simple model of the discharge, the first breakdown heats about 18 µm³ of the silicon substrate by more than 1000 K, and the second about 1.3 µm³. The oxide, the voltage, the stored energy and the charge passed through the breakdown spot are the same. What differs is where the stored energy is turned into heat.

## The circuit at the moment of breakdown

Let the dielectric have capacitance $C_d$, and let the cable and fixture have capacitance $C_e$. Both are charged to $V_0$. A resistance $R_s$ joins them. At $t=0$ a conducting filament of constant resistance $R_f$ appears across the dielectric. Its position matters: $C_d$ is connected directly to the filament, whereas charge from $C_e$ must first cross $R_s$.

The supply is connected through a large feed resistor and is ignored during the discharge. The cable is treated as a single capacitor. Both assumptions are examined below.

Write $v_d$ and $v_e$ for the voltages on the dielectric and the cable, and count current as positive from the cable towards the filament. Charge conservation gives

$$C_d\dot v_d=-\frac{v_d}{R_f}+\frac{v_e-v_d}{R_s},\qquad C_e\dot v_e=-\frac{v_e-v_d}{R_s}.$$

The energies released in the filament and in the series resistance are

$$E_f=\int_0^\infty\frac{v_d^2}{R_f}\,dt,\qquad E_s=\int_0^\infty\frac{(v_e-v_d)^2}{R_s}\,dt .$$

If $C_d$ were negligible, one current would pass through both resistances. The ratio $E_f/E_s$ would then be $R_f/R_s$ for any current waveform, and the filament would receive the fraction $R_f/(R_f+R_s)$ of the stored energy. With $C_d$ present the two currents differ, and the split must be worked out.

## The energy split

The waveforms are sums of two exponentials, but they are not needed. Define

$$A=\int_0^\infty v_d^2\,dt,\quad B=\int_0^\infty v_dv_e\,dt,\quad D=\int_0^\infty v_e^2\,dt .$$

Multiply the cable equation by $v_e$ and integrate. The left side is the integral of $\tfrac12C_e\,d(v_e^2)/dt$, which is $-\tfrac12C_eV_0^2$ because the cable ends empty. Hence

$$\frac{D-B}{R_s}=\frac{C_eV_0^2}{2}. \tag{1}$$

Multiplying the dielectric equation by $v_d$ and integrating gives, in the same way,

$$\frac{C_dV_0^2}{2}=\frac{A}{R_f}+\frac{A-B}{R_s}.$$

Since $A/R_f=E_f$, this is

$$\frac{B-A}{R_s}=E_f-\frac{C_dV_0^2}{2}. \tag{2}$$

A third relation comes from the product of the voltages:

$$\frac{d(v_dv_e)}{dt}=-\frac{v_dv_e}{R_fC_d}+\frac{v_e^2-v_dv_e}{R_sC_d}-\frac{v_dv_e-v_d^2}{R_sC_e}.$$

Its integral, with the overall sign reversed, is

$$V_0^2=\frac{B}{R_fC_d}-\frac{D-B}{R_sC_d}+\frac{B-A}{R_sC_e}. \tag{3}$$

Equation (2) with $A=R_fE_f$ gives

$$B=(R_f+R_s)E_f-\frac{R_sC_dV_0^2}{2}.$$

Insert this, (1) and (2) into (3), and multiply by $R_fC_dC_e$:

$$\begin{aligned}R_fC_dC_eV_0^2={}&C_e(R_f+R_s)E_f-\tfrac12R_sC_dC_eV_0^2\\&-\tfrac12R_fC_e^2V_0^2+R_fC_dE_f-\tfrac12R_fC_d^2V_0^2.\end{aligned}$$

Collect the terms in $E_f$ on one side. The terms containing $R_fV_0^2$ then form a perfect square:

$$E_f=\frac{V_0^2}{2}\,\frac{R_f(C_d+C_e)^2+R_sC_dC_e}{R_f(C_d+C_e)+R_sC_e}.$$

Subtracting this from the total $\tfrac12(C_d+C_e)V_0^2$ leaves $R_sC_e^2$ in the numerator, so

$$E_s=\frac{C_eV_0^2}{2}\,\frac{R_sC_e}{R_sC_e+R_f(C_d+C_e)}. \tag{4}$$

Equation (4) says that the series resistance can take energy from the external store alone. The fraction it takes is set by two times: $R_sC_e$, for the cable to empty through the resistor, and $R_f(C_d+C_e)$, for everything to empty through the filament. When they are equal, that is at $R_s=R_f(1+C_d/C_e)$, the resistor takes half the external energy.

For $R_s\to0$ the filament receives everything. For $C_d\to0$ the simple fraction $R_f/(R_f+R_s)$ returns. For $R_s\to\infty$ the filament still receives $\tfrac12C_dV_0^2$.

Equation (4) was tested by integrating the circuit equations in time for eight random circuits at 20 V, with capacitances between 1 and 100 pF and resistances between 10 Ω and 10 kΩ. The largest difference was $2\times10^{-8}$ of the stored energy.

## Two positions of one resistor

The example uses rough values for a 50 nm silicon dioxide capacitor on silicon, 100 µm on a side, at 10 MV/cm. The voltage is 50 V. With relative permittivity 3.9, $C_d=6.91$ pF. The cable has $C_e=100$ pF, the filament 100 Ω, and the contact path 10 Ω. The stored energy is 133.6 nJ, of which 125.0 nJ is in the cable and 8.63 nJ in the oxide capacitor.

With the 10 kΩ resistor on the supply side, the cable discharges through the contact path alone, so $R_s=10$ Ω. The two times are $R_sC_e=1.0$ ns and $R_f(C_d+C_e)=10.7$ ns, and

$$E_s=125.0\times\frac{1.0}{1.0+10.7}\approx10.7\ \text{nJ},\qquad E_f\approx122.9\ \text{nJ}.$$

With the resistor at the probe tip, $R_s=10\,010$ Ω and $R_sC_e=1001$ ns:

$$E_s=125.0\times\frac{1001}{1001+10.7}\approx123.7\ \text{nJ},\qquad E_f\approx9.95\ \text{nJ}.$$

Moving the resistor reduces the filament energy by a factor of 12.4. The simple fraction $R_f/(R_f+R_s)$ applied to the whole stored energy would have given 1.3 nJ in the second case, too small by a factor of about 7.5. Most of the 9.95 nJ is the oxide's own 8.63 nJ, which the resistor cannot intercept.

## Same charge, same initial power

Charge might seem a natural measure of the severity of a breakdown, but here it does not tell the circuits apart. Both capacitances empty through the filament, so the charge it carries is $(C_d+C_e)V_0=5.345$ nC in each case.

For a filament that forms suddenly, peak power does not tell them apart either: $v_d=V_0$ at the first instant, and the power is $V_0^2/R_f=25$ W whatever the value of $R_s$. If the filament takes about as long as $R_fC_d$ or longer to form, the probe-tip circuit has the lower peak, because its oxide capacitor drains while the filament is still forming.

What changes is the voltage at which the charge crosses the filament. With the small $R_s$, the cable holds the oxide near its own voltage while both decay. With the large $R_s$, the oxide capacitor collapses in about $R_fC_d=0.69$ ns. The cable then drives at most about 4.95 mA, which produces 0.5 V across 100 Ω. Its 5 nC crosses the filament at a fraction of a volt and loses nearly all its energy in the resistor.

## The part that no series resistor removes

The lower limit on $E_f$ does not depend on the filament being a constant resistor. Let the filament carry any current $i_f$ that is non-negative for positive voltage and zero at zero voltage, and let $i_s=(v_e-v_d)/R_s$. Then $C_d\dot v_d=i_s-i_f$. Multiplying by $v_d$ and integrating to the end of the discharge gives

$$E_f=\int v_di_f\,dt=\frac{C_d}{2}\left(V_0^2-v_{d,\text{end}}^2\right)+\int v_di_s\,dt .$$

The last integral cannot be negative. First, $v_d$ cannot cross zero downwards while $i_s\ge0$, because at $v_d=0$ its rate of change is $i_s/C_d$. Second, the difference $u=v_e-v_d$ obeys

$$\dot u=-\frac{u}{R_s}\left(\frac1{C_e}+\frac1{C_d}\right)+\frac{i_f}{C_d}.$$

It starts at zero and is driven by a non-negative term, so it stays non-negative, and so does $i_s$. Therefore

$$E_f\ge\frac{C_d}{2}\left(V_0^2-v_{d,\text{end}}^2\right),$$

which is $\tfrac12C_dV_0^2$ for a complete discharge.

This limit decides when a series resistor is useful. In the example $C_d$ is 6% of the total, and the resistor can remove most of the energy. A capacitor with the same oxide but an area of 1 mm² would have $C_d=691$ pF and store 863 nJ itself. The cable would add 125 nJ, and no choice of $R_s$ could keep more than that 125 nJ, about 13% of the total, out of the filament. For large-area samples the damage is mainly set by the sample's own area and voltage.

Stray capacitance on the sample side of the resistor acts like part of $C_d$ if its path to the filament has a resistance well below $R_f$. At 50 V, each 10 pF left there adds 12.5 nJ that the resistor does not block, more than the whole 9.95 nJ found above for the probe-tip position. This is why the resistor belongs close to the probe tip.

## From energy to heated volume

Energy explains damage only if the damage follows energy. Take the damage to be the volume of substrate whose temperature rises by more than $\Delta T$ at some time. Treat the breakdown spot as a point source on the surface of a half-space that loses no heat through that surface, with constant conductivity $\kappa$, heat capacity per volume $\rho c$ and diffusivity $D=\kappa/\rho c$. An instantaneous energy $E$ gives the temperature rise

$$\theta(r,t)=\frac{2E}{\rho c\,(4\pi Dt)^{3/2}}\,e^{-r^2/4Dt}.$$

The factor 2 appears because the heat fills half of space. At fixed $r$ the maximum satisfies

$$\frac{\partial\ln\theta}{\partial t}=-\frac{3}{2t}+\frac{r^2}{4Dt^2}=0,$$

so it occurs at $t=r^2/6D$. There $4\pi Dt=2\pi r^2/3$ and the exponent is $-3/2$, which gives

$$\theta_{\max}(r)=\frac{2E}{\rho c\,r^3}\left(\frac{3}{2\pi e}\right)^{3/2}.$$

Set $\theta_{\max}=\Delta T$, solve for $r^3$, and use the hemisphere volume $2\pi r^3/3$:

$$V=\frac{4\pi}{3}\left(\frac{3}{2\pi e}\right)^{3/2}\frac{E}{\rho c\,\Delta T}=0.3084\,\frac{E}{\rho c\,\Delta T}. \tag{5}$$

A real discharge delivers its energy over time. The temperature is then a sum of contributions from successive portions of energy, each at most equal to its own maximum at that radius. Since these maxima need not coincide, (5) with $E=E_f$ is an upper bound for any pulse shape. A pulse much shorter than $r^2/6D$ approaches it.

For hot silicon take the rough values $\kappa=40$ W/(m K) and $\rho c=2.1\times10^6$ J/(m³ K), with $\Delta T=1000$ K. For the supply-side position the bound is

$$V\le0.3084\times\frac{122.9\times10^{-9}}{2.1\times10^{9}}\ \text{m}^3\approx18.1\ \text{µm}^3 .$$

The actual power waveform gives 17.6 µm³ and a radius of 2.03 µm. The diffusion time at that radius is 36 ns, several times the decay time of the discharge, so the pulse is nearly instantaneous for the heat flow. For the probe-tip position the bound is 1.46 µm³, and the waveform gives 1.28 µm³ with a radius of 0.85 µm. A separate calculation that divides the half-space into thin shells gives a peak rise of 998 K at both radii, against the intended 1000 K.

The volume ratio, 13.8, is slightly larger than the energy ratio, 12.4. In the probe-tip circuit about 1.3 nJ arrives from the cable over roughly a microsecond, far longer than the diffusion time of 6.3 ns. This tail begins at 2.45 mW, and even if that power were held steady it would raise the temperature at the heated radius by only 11 K. The energy counts in $E_f$ but adds little to the peak temperature.

The opposite limit shows where the energy argument fails. Under steady power $P$ the rise is $P/(2\pi\kappa r)$, and the heated radius depends on power, not energy. Increasing the cable capacitance moves the supply-side circuit towards that limit: the discharge time grows roughly as $C_e$, whereas the diffusion time grows as $r^2\propto E_f^{2/3}\propto C_e^{2/3}$. For a sufficiently large external capacitance, extra energy no longer enlarges the damage in proportion.

## What this means for wear-out statistics

Before breakdown a slowly varying leakage current flows through the feed resistor, the 10 kΩ resistor and the contact path in series. Their order does not affect the voltage that reaches the oxide. A tunnelling estimate for this oxide gives 0.38 µA, and hence a drop of 0.38 V across the chain of about 1 MΩ in either circuit.

If the time to first breakdown depends on the oxide and its voltage history, and the voltage is applied slowly enough for the cable to follow, both circuits sample the same distribution of breakdown times. They differ in what happens after the random event. A larger crater or a lower resistance after breakdown is therefore not, by itself, evidence of a weaker oxide or of a different wear-out process.

## How far the numbers can be trusted

The field and the cable capacitance are chosen for illustration. The least certain quantity is the filament itself. With $R_f=10$ Ω the filament energies for the two positions become 73.2 and 8.8 nJ; with 1000 Ω they become 132.5 and 20.7 nJ. The energy ratio then falls from 12.4 to about 8 and 6. A low filament resistance lets the contact path share the cable energy in the first circuit, and a high one lets the filament take more of it in the second.

Real filaments need not be ohmic. Suppose the filament conducts only above 5 V, with the same 100 Ω for the excess voltage. The energies are then 123.6 and 32.1 nJ, a ratio of about 4, the lowest found here. In the probe-tip circuit the cable's charge now crosses the filament at slightly more than 5 V, which alone releases about $5\ \text{V}\times100\ \text{pF}\times45\ \text{V}=22.5$ nJ. This extra energy arrives slowly. Its initial power is about 24 mW, which if held steady would add roughly 110 K at the former heated radius. The heated volume should therefore change much less than the energy does.

If instead $R_f$ doubles in the first 100 ns and keeps rising at that rate, the energies are 123.5 and 15.9 nJ. A filament that forms over 1 ns changes them by less than 1%, to 123.7 and 10.0 nJ, although it lowers the peak power, more strongly in the probe-tip circuit.

The cable's one-way delay of 5 ns is not small beside the 10.7 ns discharge, so treating it as one capacitor looks doubtful. Modelled as a delay line of 20 inductor-capacitor sections, it gives 122.7 and 10.0 nJ, almost the same split; a continuous lossless line lowers the first value by a further 0.15 nJ or so. The supply-side waveform does change: the cable's 50 Ω impedance holds the oxide near $50\times100/160\approx31$ V until the reflection returns after 10 ns, but the heated volume stays at 17.6 µm³. In the supply-side circuit the reason is the one met at the start: $C_d$ is a minor part, so nearly the same current passes through $R_s$ and $R_f$, and the ratio of their energies hardly depends on its waveform. In the probe-tip circuit the cable empties in about 1 µs, far longer than its delay, so it does behave as a single capacitor.

The supply can be ignored because the feed resistor is 1 MΩ. After the discharge it maintains 49.5 µA, which puts 0.25 µW into the filament and raises the temperature 0.1 µm away by 0.01 K. A supply connected with no large resistance anywhere in its path to the filament would keep driving a large current, and the finite stored energy would no longer limit the heating.

The thermal model adds its own uncertainty. The choice of $\Delta T$ changes both volumes but hardly their ratio. A higher conductivity, as in cooler silicon, lowers the ratio somewhat, because the supply-side pulse is then less short compared with the diffusion time. The latent heat needed to melt the region that constant properties predict would be about 0.44 of the pulse energy, which is not a small correction. The point source also drives a core far above the boiling point of silicon, about 3500 K: with constant properties this core is about 5.0 µm³ and 0.39 µm³ in the two circuits, and vaporising it at roughly $3\times10^{10}$ J/m³ would take about 1.4 times the pulse energy. The absolute volumes are therefore overestimates. With rough temperature-dependent properties, melting, and vaporisation heat absorbed in place, they fall to about 8 and 0.6 µm³, while their ratio stays near 14. A metal electrode also carries heat away; if it took half in each circuit, both heated substrate volumes would be roughly halved.

For short pulses from a small source, melting and temperature-dependent properties do not spoil the proportionality between volume and energy. Heat conduction keeps its form when lengths are multiplied by $\lambda$ and times by $\lambda^2$, with the temperatures unchanged. The energy and the heated volume are then both multiplied by $\lambda^3$. Such effects change the factor 0.3084 in (5), but by nearly the same proportion for both circuits, because the main pulse is short in each. Layers of fixed thickness, such as an electrode, and the ejection of material lie outside this argument.

Within these limits, the difference in damage has a definite cause. For an ohmic filament, most of the cable's energy reaches the breakdown spot when $R_s$ is much smaller than $R_f(1+C_d/C_e)$, and most of it is lost in the series resistance when $R_s$ is much larger. The values used here are collected in the numerical output.

## Table of computed values

```
oxide 50 nm, side 100 um, field 10 MV/cm, eps_r 3.9
voltage V0 = 50.0 V
C_d = 6.91 pF, C_e = 100 pF
R_f = 100 ohm, contact path = 10 ohm
added resistor = 10 kohm, feed = 1000 kohm
worst split error, 8 circuits = 2.0e-08 of total
total stored energy = 133.6 nJ
external stored energy = 125.0 nJ
floor C_d V0^2/2 = 8.63 nJ
R_s taking half the external energy = 106.9 ohm
peak filament power, both = 25.0 W
[resistor at supply side] R_s = 10 ohm
  filament energy = 122.94 nJ
  series-resistance energy = 10.69 nJ
  filament charge = 5.345 nC
  heated radius = 2.03 um (bound 2.05 um)
  heated volume = 17.58 um3 (bound 18.05 um3)
  diffusion time r^2/6D = 36.1 ns
  shell-model rise at that radius = 998 K
[resistor at probe tip] R_s = 10010 ohm
  filament energy = 9.95 nJ
  series-resistance energy = 123.68 nJ
  filament charge = 5.345 nC
  heated radius = 0.85 um (bound 0.89 um)
  heated volume = 1.28 um3 (bound 1.46 um3)
  diffusion time r^2/6D = 6.3 ns
  shell-model rise at that radius = 998 K
R_f(C_d+C_e) = 10.7 ns, R_f C_d = 0.69 ns
filament energy ratio = 12.4
heated volume ratio = 13.8
kappa = 40 W/(m K), rho c = 2.1e+06 J/(m3 K)
threshold rise = 1000 K, volume factor = 0.3084
short-pulse rise at bound radius = 997 K
Neglected effects; energies: supply side, probe tip
R_f 10 ohm: 73.2, 8.8 nJ
R_f 1000 ohm: 132.5, 20.7 nJ
forming in 1 ns: 123.7, 10.0 nJ
threshold 5 V: 123.6, 32.1 nJ
R_f doubling in 100 ns: 123.5, 15.9 nJ
cable delay 5.0 ns: 122.7, 10.0 nJ
tunnelling leakage = 0.38 uA, drop = 0.38 V
later supply current = 49.5 uA, power = 0.25 uW
steady rise from it at 0.1 um = 0.010 K
probe-tip tail: 4.95 mA, 2.45 mW, rise at heated radius 11 K
latent heat / pulse energy, rough = 0.44
probe-tip rise with 0.4 um source = 1003 K
```
